# Tunnelling through a parabolic barrier: Wigner's factor and the full formula

## Problem

A hydrogen atom is transferred between two groups at a growing surface. At the top of the barrier, the motion along the reaction path has an imaginary frequency of magnitude $\omega$, with wavenumber $\tilde\nu=1200\ \mathrm{cm^{-1}}$. The temperature is $T=500$ K. Near its top the barrier is

$$V(x)=V_0-\tfrac12 m\omega^2x^2 .$$

The tunnelling factor $\kappa$ is the thermal quantum flux over the barrier divided by the thermal classical flux, with the same reactant partition function in both.

(a) Estimate $\kappa$ by scaling.

(b) Find $\kappa$ for the unbounded parabola, and from it Wigner's factor, which keeps the first correction in powers of $\hbar\omega/k_BT$.

(c) Evaluate both, and decide how far they can be trusted for a barrier of finite height.

## First estimate by scaling

The parabola has one quantum energy, $\hbar\omega$, and the heat bath has one, $k_BT$. The factor can therefore depend only on

$$u=\frac{\hbar\omega}{k_BT}=\frac{0.14878\ \mathrm{eV}}{0.04309\ \mathrm{eV}}=3.453,$$

where $\hbar\omega=hc\tilde\nu$.

Measure energy from the top, $\varepsilon=(E-V_0)/\hbar\omega$, and length in units of $\sqrt{\hbar/m\omega}$, so that the scaled potential is $-q^2/2$. Below the top, the semiclassical transmission is roughly

$$\exp\left(-2\int\sqrt{2|\varepsilon|-q^2}\,dq\right)=e^{-2\pi|\varepsilon|},$$

because the integral is the area $\pi|\varepsilon|$ of a half-disc of radius $\sqrt{2|\varepsilon|}$. Quantum mechanics thus smears the classical step in transmission over a width $\delta\varepsilon\sim1/2\pi$.

Suppose that the smearing is symmetric: what is gained by tunnelling below the top is lost by reflection above it. The two would cancel if all energies were equally populated. The Boltzmann factor favours the lower energies by a relative amount of order $u\,\delta\varepsilon$, and the gain itself is of order $u\,\delta\varepsilon$. The net correction is their product:

$$\kappa-1\sim\left(\frac{u}{2\pi}\right)^2=(0.55)^2\approx0.30 .$$

The estimate is $\kappa\approx1.3$. Since $u/2\pi$ is not small, higher powers should matter.

## Exact solution for the parabola

### The thermal average

In one dimension the number of states per unit length in $dp$ is $dp/2\pi\hbar$. Multiplied by the speed $v=dE/dp$, it gives $dE/2\pi\hbar$. With transmission probability $P(E)$, the quantum flux is proportional to

$$\frac1{2\pi\hbar}\int P(E)\,e^{-E/k_BT}\,dE .$$

Classically $P$ is zero below $V_0$ and one above it, so the integral becomes $k_BT\,e^{-V_0/k_BT}$. Dividing the two and using $dE=\hbar\omega\,d\varepsilon$,

$$\kappa=u\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .$$

The lower limit belongs to the unbounded parabola. A real reactant valley has a floor, whose effect is sized below.

### The transmission probability

In scaled units, with $[q,p]=i$, the Hamiltonian is $H=\frac12(p^2-q^2)$. Define

$$a=\frac{p+q}{\sqrt2},\qquad b=\frac{p-q}{\sqrt2}.$$

Keeping the order of the operators,

$$ab=\tfrac12(p^2-pq+qp-q^2),\qquad ba=\tfrac12(p^2+pq-qp-q^2).$$

Their difference and half their sum give

$$[a,b]=qp-pq=i,\qquad H=\tfrac12(ab+ba).$$

The classical equations $\dot q=p$, $\dot p=q$ become $\dot a=a$ and $\dot b=-b$. In the remote past $b$ dominates, so $q\approx-b/\sqrt2$ and $p\approx b/\sqrt2$: positive $b$ means arrival from the left, moving right. In the remote future $q\approx a/\sqrt2$: positive $a$ means departure to the right. The Heisenberg equations for $a$ and $b$ are the same linear equations. They rescale $a$ and $b$ without changing their signs, so the probabilities of $a>0$ and of $b>0$ are constant in time. Hence $P$ is the share of $a>0$ in a state that contains only $b>0$.

In the $b$ representation, $a=i\,d/db$ satisfies the commutator. The energy equation is

$$\frac i2\left[\frac{d}{db}(b\Phi)+b\frac{d\Phi}{db}\right]=\varepsilon\Phi
\quad\Longrightarrow\quad
b\frac{d\Phi}{db}=\left(-\tfrac12-i\varepsilon\right)\Phi ,$$

with the solution $\Phi=b^{-1/2-i\varepsilon}$ for $b>0$ and zero for $b<0$.

An eigenfunction of $a$ obeys $i\,d\phi/db=a\phi$, so $\phi=e^{-iab}/\sqrt{2\pi}$. Projecting $\Phi$ on it, with a damping factor $e^{-\eta b}$ that makes the integral converge, and writing $s=\frac12-i\varepsilon$,

$$\Psi(a)=\frac1{\sqrt{2\pi}}\int_0^\infty b^{s-1}e^{-(\eta-ia)b}\,db
=\frac{\Gamma(s)}{\sqrt{2\pi}}(\eta-ia)^{-s}.$$

Now let $\eta\to0^+$. For $a>0$ the base is $-ia=a\,e^{-i\pi/2}$, so

$$(-ia)^{-s}=a^{-1/2+i\varepsilon}\,e^{i\pi s/2}
=a^{-1/2+i\varepsilon}\,e^{i\pi/4}e^{\pi\varepsilon/2}.$$

For $a<0$ the phase of the base is reversed, and the last factor becomes $e^{-\pi\varepsilon/2}$.

The functions $b^{-1/2-i\varepsilon}$ and $a^{-1/2+i\varepsilon}$ are plane waves in $\ln b$ and $\ln a$, apart from the square root that belongs to the change of variable. Both therefore have the same normalization in energy, and the squared coefficient of $a^{-1/2+i\varepsilon}$ is the transmission probability:

$$P=\frac{|\Gamma(\frac12-i\varepsilon)|^2}{2\pi}\,e^{\pi\varepsilon}.$$

The reflection formula of the gamma function gives

$$|\Gamma(\tfrac12-i\varepsilon)|^2=\Gamma(\tfrac12-i\varepsilon)\,\Gamma(\tfrac12+i\varepsilon)=\frac{\pi}{\sin[\pi(\frac12+i\varepsilon)]}=\frac{\pi}{\cosh\pi\varepsilon},$$

and therefore

$$P(\varepsilon)=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}=\frac1{1+e^{-2\pi\varepsilon}} .$$

The part with $a<0$ has weight $e^{-\pi\varepsilon}/(2\cosh\pi\varepsilon)=1-P$, as it must. At the top $P=\frac12$, and $P(-\varepsilon)=1-P(\varepsilon)$, which is the symmetry assumed in the estimate.

### The integral

Put $y=2\pi\varepsilon$ and $c=u/2\pi$. Then

$$\kappa=cI,\qquad I=\int_{-\infty}^{\infty}\frac{e^{-cy}}{1+e^{-y}}\,dy .$$

At large positive $y$ the integrand falls as $e^{-cy}$. At large negative $y$ it behaves as $e^{(1-c)y}$. Convergence requires $0<c<1$, that is, $u<2\pi$.

Integrate the same function of complex $z$ counterclockwise around the rectangle between the real axis and the line $\operatorname{Im}z=2\pi$. The vertical ends vanish as they move out. On the upper line the function is $e^{-2\pi ic}$ times its value on the real axis, and that line is traversed backwards. The one enclosed pole is at $z=i\pi$. There the derivative of $1+e^{-z}$ is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi c}$. Hence

$$I\left(1-e^{-2\pi ic}\right)=2\pi i\,e^{-i\pi c}
\quad\Longrightarrow\quad
I=\frac{2\pi i}{e^{i\pi c}-e^{-i\pi c}}=\frac{\pi}{\sin\pi c}.$$

Since $\pi c=u/2$,

$$\boxed{\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .}$$

### Wigner's factor as the first correction

With $x=u/2$, write $\sin x=x(1-g)$, where $g=x^2/6-x^4/120+x^6/5040-\dots$. Then $x/\sin x=1+g+g^2+g^3+\dots$, whose coefficients are

$$x^2:\ \frac16,\qquad x^4:\ \frac1{36}-\frac1{120}=\frac7{360},\qquad
x^6:\ \frac1{216}-\frac1{360}+\frac1{5040}=\frac{31}{15120}.$$

Replacing $x$ by $u/2$,

$$\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\frac{31u^6}{967680}+\dots$$

Wigner's factor is $\kappa_W=1+u^2/24$. The omitted terms are all positive, because

$$\frac{x}{\sin x}=\prod_{n=1}^\infty\left(1-\frac{x^2}{n^2\pi^2}\right)^{-1},$$

and for $0<x<\pi$ each factor is a geometric series with positive terms. For the parabola, Wigner's factor therefore lies below the full one throughout $0<u<2\pi$.

### Numbers

$$\kappa_W=1+\frac{(3.4531)^2}{24}=1+0.4968\approx1.50,$$

$$\kappa=\frac{1.7265}{\sin(1.7265)}=\frac{1.7265}{0.9879}\approx1.75 .$$

The angle is in radians. As a test, the Schrödinger equation was integrated numerically through the parabola for energies from $5\hbar\omega$ below the top to $6\hbar\omega$ above it. The resulting $P$ agreed with the formula to a relative $5\times10^{-5}$, and its thermal average was 1.7477, the same as the formula to the digits printed.

## Comparison

**Estimate against solution.** Scaling gave an excess over one of 0.30, while the full excess is 0.75. Part of the difference is a number that scaling cannot supply: $u^2/24=(\pi^2/6)(u/2\pi)^2$, which raises 0.30 to 0.50. The rest comes from higher powers of $u$.

**Wigner against full.** The gap of 0.251 consists of 0.173 from the $u^4$ term, 0.054 from the $u^6$ term and 0.024 from all later terms. Wigner's factor is 14% below the full one, relative to the full one. At $u=3.45$ the series still converges, but its first correction is no longer sufficient.

**Which energies matter.** Energies below the top contribute 0.97 to $\kappa$, and those above it contribute 0.77. Classically these parts would be 0 and 1, so reflection above the barrier removes 0.23 while tunnelling adds 0.97. The integrand is largest where the derivative of $-u\varepsilon-\ln(1+e^{-2\pi\varepsilon})$ vanishes:

$$\frac{2\pi}{1+e^{2\pi\varepsilon}}=u
\quad\Longrightarrow\quad
\varepsilon=\frac1{2\pi}\ln\left(\frac{2\pi}{u}-1\right).$$

This lies 0.005 eV below the top, a small distance compared with $\hbar\omega=0.149$ eV.

**The two limits.** At high temperature $u\to0$, and both factors tend to one. On cooling, the full factor diverges at

$$T_c=\frac{\hbar\omega}{2\pi k_B}\approx275\ \mathrm{K}.$$

There the Boltzmann factor grows toward low energies as fast as the transmission falls. The divergence belongs to a parabola without a floor. Near and below $T_c$ the finite barrier must be treated explicitly, and the parabola degrades well above it: for the three finite barriers introduced below it overestimates $\kappa$ by 7 to 11% at 400 K and by 18 to 30% at 350 K.

**Sensitivity.** With the wavenumber held at 1200 cm⁻¹, the full factor is 2.04 at 450 K and 1.57 at 550 K; Wigner's is 1.61 and 1.41. With the temperature held at 500 K, the full factor is 1.58 at 1100 cm⁻¹ and 1.96 at 1300 cm⁻¹. A change of 100 cm⁻¹ in the mode thus lowers the result by 0.16 or raises it by 0.21, which is comparable with the gap of 0.25 between the two formulas.

## Finite barriers and a deposition process

A process for which such an estimate may be wanted is atomic layer deposition of alumina from trimethylaluminium and water, run at very roughly 500 K, in which hydrogen passes from a surface hydroxyl to a methyl ligand and methane leaves. The mode of 1200 cm⁻¹, a barrier of 0.6 eV and an energy release of 0.5 eV serve here as rough model values; they do not come from a computed reaction path. The part of the parabolic integral below a reactant floor 0.6 eV under the top is only $1.3\times10^{-5}$. The departure of the barrier from a parabola matters more. It can be sized with the smooth Eckart barrier

$$V=-\Delta\,s+B\,s(1-s),\qquad s=\frac1{1+e^{-x/w}},\qquad B=\left(\sqrt{V_0}+\sqrt{V_0+\Delta}\right)^2,$$

where $\Delta$ is the energy release, this $B$ makes the maximum equal to $V_0$, and $w$ is chosen to keep the curvature at the top. Numerical transmission and thermal averaging at 500 K give:

| Barrier | $\kappa$ |
|---|---:|
| unbounded parabola | 1.748 |
| 0.6 eV, no release | 1.734 |
| 0.3 eV, no release | 1.732 |
| 0.6 eV, release 0.5 eV | 1.729 |

At 500 K these finite shapes lower the factor by about 1% relative to the parabola, far less than the 14% error of Wigner's factor. Neither the size nor the sign carries over to other temperatures: at 450 K the same three barriers lie 3 to 4% below the parabola, and at 550 K the two symmetric ones lie slightly above it. The net change is small partly because two changes oppose each other: lower down these barriers are wider than the parabola, which reduces tunnelling at low energies, while transmission within about $\hbar\omega/2$ of the top, on either side, rises slightly. Halving the symmetric barrier hardly changes the result at 500 K, but only because both changes grow together: the loss and the gain in $\kappa$ go from about $-0.06$ and $+0.05$ to $-0.11$ and $+0.09$. These three cases do not bound the correction for every barrier.

All these barriers also assume one straight, separable coordinate, which a real surface reaction need not have. A curved path lets hydrogen cut the corner, and coupling to other modes can cause recrossing. Neither effect is sized here, and either could exceed the 1% shape correction.

For the rate of this one step, a factor of 1.75 at 500 K is equivalent to lowering the barrier by $k_BT\ln\kappa=0.024$ eV. An error of that size in a calculated barrier would change the rate as much as including or omitting tunnelling. The film's growth per cycle need not change by the same factor, because each exposure is normally continued until the surface reaction saturates. The remaining values are in the numerical output.

## Calculated quantities

```
imaginary wavenumber            1200 1/cm
temperature                     500 K
hbar*omega                      0.14878 eV
k*T                             0.04309 eV
u = hbar*omega/kT               3.4531
u/2                             1.7265 rad
sin(u/2)                        0.9879
u^2/24                          0.4968
Wigner factor                   1.4968
full parabolic factor           1.7477
factor from wave equation       1.7477
largest rel. error of P         4.6e-05
full minus Wigner               0.2509
u^4 term                        0.1728
u^6 term                        0.0543
all terms beyond u^6            0.0238
Wigner / full                   0.8565
part of factor from below top   0.9747
part of factor from above top   0.7730
peak energy relative to top     -0.00471 eV
kT ln(full factor)              0.0241 eV
temperature where u = 2 pi      274.8 K
model barrier                   0.60 eV
model energy release            0.50 eV
part from below reactant floor  1.3e-05
Eckart symmetric, 0.6 eV        1.7345
Eckart symmetric, 0.3 eV        1.7321
Eckart exothermic, 0.6 eV       1.7292
at 450 K: Wigner, full         1.6134, 2.0404
at 550 K: Wigner, full         1.4106, 1.5696
at 1100 1/cm: Wigner, full     1.4175, 1.5828
at 1300 1/cm: Wigner, full     1.5831, 1.9576
```
